# Polarization energy lost by cutting a charged cluster from its oxide

**Question**

I am modelling a charged point defect in amorphous gallium oxide with a roughly spherical cluster cut out of the solid. The defect sits at the centre, the cluster carries one net elementary charge, and outside it there is vacuum. My exercise sheet says that for a "10 angstrom cluster" and a surrounding dielectric constant of 10, leaving out the surrounding oxide loses 0.65 eV of polarization stabilization.

I tried to get this from the potential. The surface of the cluster is at distance $R$ from the charge, and the medium divides the potential there by 10. The energy change should then be the charge times the change in potential,

$$
\frac{e^2}{4\pi\varepsilon_0R}\left(1-\frac1{10}\right),
$$

which gives 1.30 eV for $R=10$ Å, twice the quoted value. Where does the factor of two go? Is 10 Å the radius or the diameter? And why does the dielectric constant of the cluster itself not appear, when the cluster is made of the same polarizable oxide?

**Answer**

Your potential change is right, but it is the change for the fully charged cluster. The medium polarizes in proportion to the charge, so the energy is half the product you formed. The quoted 0.65 eV also requires 10 Å to be the radius. I use $R=1$ nm below, with energies in eV.

### What is being compared

Take a sphere of radius $R$ with a net charge $e$ distributed spherically about its centre and lying wholly inside $R$. In one case the outside is vacuum. In the other it is an infinite, uniform, isotropic medium that responds linearly and locally, with relative permittivity $\varepsilon$. The charge and the cluster geometry are held fixed. Define the lost stabilization as

$$
L=E_{\rm isolated}-E_{\rm embedded}.
$$

A positive $L$ means that the isolated cluster lies too high in energy. I also write

$$
K=\frac{e^2}{4\pi\varepsilon_0}=1.440\ \text{eV nm}.
$$

For the first derivation, let the cluster have any linear permittivity that depends at most on the distance from the centre.

### The energy from the field

Adding a little free charge $\delta\rho$ at potential $\phi$ costs the work $\delta W=\int\phi\,\delta\rho\,dV$. Since $\delta\rho=\nabla\cdot\delta\mathbf D$ and $\mathbf E=-\nabla\phi$,

$$
\phi\,\nabla\cdot\delta\mathbf D
=\nabla\cdot(\phi\,\delta\mathbf D)+\mathbf E\cdot\delta\mathbf D .
$$

The first term on the right becomes an integral over a distant surface. There $\phi$ falls as $1/r$ and $\delta D$ as $1/r^2$, while the area grows as $r^2$, so the integral vanishes. What remains is $\delta W=\int\mathbf E\cdot\delta\mathbf D\,dV$. In a linear medium $\mathbf E=\mathbf D/(\varepsilon_0\varepsilon)$, and building the field up from zero stores the energy density

$$
u=\int_0^D\frac{D'}{\varepsilon_0\varepsilon}\,dD'
=\frac{D^2}{2\varepsilon_0\varepsilon}.
$$

This includes the work spent on polarizing the medium.

Gauss's law for $\mathbf D$ counts free charge only. With spherical symmetry, the field outside the cluster is

$$
D(r)=\frac{e}{4\pi r^2},\qquad r>R,
$$

in both cases. Inside the cluster $D$ is also the same in both cases, because the enclosed free charge is the same. The interior permittivity has not changed either, so the interior energies are equal and cancel. This is why the cluster's dielectric constant is absent from the answer. The cancellation needs an exactly spherical boundary. For a spheroid of the same volume and axis ratio 1.25, with the charge at its centre, the loss is 0.647 eV if the interior has permittivity 10 and 0.658 eV if it does not polarize, so a roughly spherical shape brings back a small dependence.

Only the outside contributes to the difference:

$$
\begin{aligned}
L&=\int_R^\infty\frac{1}{2\varepsilon_0}
\left(\frac{e}{4\pi r^2}\right)^2
\left(1-\frac1\varepsilon\right)4\pi r^2\,dr\\
&=\frac{e^2}{8\pi\varepsilon_0}
\left(1-\frac1\varepsilon\right)\int_R^\infty\frac{dr}{r^2}.
\end{aligned}
$$

The last integral is $1/R$, and $e^2/(8\pi\varepsilon_0)=K/2$. Therefore

$$
\boxed{L=\frac{K}{2R}\left(1-\frac1\varepsilon\right)}.
$$

This is the Born energy. For your numbers,

$$
L=\frac{1.440}{2(1.00)}\left(1-\frac1{10}\right)
=0.720\times0.900=0.648\ \text{eV},
$$

or 0.0238 hartree. If 1 nm were the diameter, $R$ would be halved and the loss would be 1.30 eV. That this equals your number is a coincidence of two different factors of two.

As a check on the cancellation inside the cluster, Poisson's equation was solved numerically with interior permittivities of 1, 4 and 10. The loss was 0.648 eV each time.

### Where your factor of two went

With the medium present, the potential at the surface of a positive cluster is $K/(e\varepsilon R)$. Without it, the potential is $K/(eR)$. The medium therefore changes it by

$$
\Delta\phi=-\frac{K}{eR}\left(1-\frac1\varepsilon\right)=-1.296\ \text{V}.
$$

The electric field inside $R$ is the same in both cases, so this shift is the same at every point inside the cluster.

Now charge the cluster gradually. When its charge is $\lambda e$, with $\lambda$ between 0 and 1, the shift is $\lambda\Delta\phi$. The next portion $e\,d\lambda$ gains the energy $\lambda\Delta\phi\,e\,d\lambda$, so

$$
E_{\rm embedded}-E_{\rm isolated}
=e\,\Delta\phi\int_0^1\lambda\,d\lambda
=\frac12e\,\Delta\phi=-0.648\ \text{eV}.
$$

Your product $e\Delta\phi=-2L$ is the interaction of the finished charge with the finished polarization. Creating that polarization costs $+L$, and the sum is $-L$.

The uniform shift also says something about a quantum-mechanical cluster. A constant potential adds a constant to the energy of a fixed number of electrons and exerts no force on them. If the medium responds only to the averaged density, and that density is spherical and stays inside $R$, the surroundings do not reshape it, and the result does not need the cluster itself to respond linearly. This is a mean-field statement. The electronic part of the polarization follows a carrier's instantaneous position, so the off-centre terms derived below enter even for a spherical state, and they grow with its spread.

### What the correction does to defect energies

For a net charge $qe$, $D$ is multiplied by $q$ and the energy by $q^2$:

$$
L_q=q^2L.
$$

A doubly charged cluster loses 2.59 eV, whichever the sign of its charge. A neutral spherical cluster has no outside field and loses nothing in this model.

Suppose you compute the ionization energy $I=E(+)-E(0)$ and the electron affinity $A=E(0)-E(-)$ of the isolated cluster. Both charged states lie too high by $L$. Hence $I$ is too large by $L$, $A$ is too small by $L$, and $I-A$ is too large by $2L=1.30$ eV. This assumes the same radius and permittivity for both charges, and surroundings that have relaxed around each charged state. For vertical $I$ and $A$, where the ions of the oxide have not had time to move, $L$ must be taken with the electronic permittivity instead. With the value 3.5 used below, $I-A$ is then too large by 1.03 eV for a carrier localized at the centre. Averaging the off-centre terms over the carrier's state, with 3.5 inside as well, raises this to about 1.07 eV for an rms radius of 0.3 nm and about 1.2 eV for a state that fills the cluster.

The correction belongs to a finite cluster in vacuum. A charged periodic supercell contains repeated images of the defect and a neutralizing background, so its finite-size error is a different one and this formula should not be added to it.

### Limits and convergence

When $\varepsilon\to1$ there is nothing to polarize and $L\to0$. When $\varepsilon\to\infty$, $L$ approaches $K/(2R)=0.720$ eV. A permittivity of 10 already gives 90% of that limit, so modest changes around 10 matter little: $\varepsilon=8$ gives 0.630 eV and $\varepsilon=12$ gives 0.660 eV.

The radius matters more. Since $L\propto1/R$, a tenfold reduction of the error needs a tenfold larger radius, and at fixed atomic density a thousand times as many atoms. Enlarging the cluster is thus a slow way to recover this energy.

You can also see where the energy resides by stopping the integral at an outer radius $R_2$:

$$
L(R\to R_2)=\frac K2\left(1-\frac1\varepsilon\right)
\left(\frac1R-\frac1{R_2}\right)
=L\left(1-\frac R{R_2}\right).
$$

Half of the stabilization comes from the medium between $R$ and $2R$. The other half comes from farther away, so a thin coat of extra atoms cannot replace the continuum.

### If the charge is not centred

Your third question has a different answer once the defect moves off centre. Put a point charge at distance $d<R$ from the centre, with uniform permittivity $\varepsilon_i$ inside and $\varepsilon_o$ outside. With $\theta$ measured from the direction of the charge and $P_l=P_l(\cos\theta)$, write the potential in units of $K/e$ as

$$
\begin{aligned}
\phi_{\rm in}&=\frac{1}{\varepsilon_i|\mathbf r-\mathbf d|}
+\sum_{l=0}^\infty A_lr^lP_l,\\
\phi_{\rm out}&=\sum_{l=0}^\infty B_lr^{-l-1}P_l .
\end{aligned}
$$

The added terms solve Laplace's equation, are finite at the centre and vanish at infinity. For $r>d$, the direct term has the expansion

$$
\frac1{|\mathbf r-\mathbf d|}=\sum_{l=0}^\infty\frac{d^l}{r^{l+1}}P_l .
$$

Continuity of the potential at $r=R$, multiplied by $R^{l+1}$, gives

$$
B_l=\frac{d^l}{\varepsilon_i}+A_lR^{2l+1}.
$$

Continuity of $\varepsilon\,\partial\phi/\partial r$, multiplied by $R^{l+2}$, gives

$$
-(l+1)d^l+\varepsilon_i l A_lR^{2l+1}
=-\varepsilon_o(l+1)B_l .
$$

Insert $B_l$ and collect the terms with $A_l$:

$$
A_lR^{2l+1}\left[(l+1)\varepsilon_o+l\varepsilon_i\right]
=(l+1)d^l\,\frac{\varepsilon_i-\varepsilon_o}{\varepsilon_i}.
$$

At the charge, $r=d$ and $P_l(1)=1$. The boundary energy is half the charge times the added potential, $W=\frac K2\sum_lA_ld^l$, or

$$
W=\frac K{2R}\sum_{l=0}^\infty
\frac{(l+1)(\varepsilon_i-\varepsilon_o)}
{\varepsilon_i[(l+1)\varepsilon_o+l\varepsilon_i]}
\left(\frac dR\right)^{2l}.
$$

The direct self-energy is the same with and without the surroundings, so the loss is $W(\varepsilon_o=1)-W(\varepsilon_o=\varepsilon)$. The $l=0$ term of $W$ is $(K/2R)(1/\varepsilon_o-1/\varepsilon_i)$. Its difference reproduces the centred result, and $\varepsilon_i$ cancels. In the higher terms it does not cancel.

For $d=0.30$ nm the loss is 0.658 eV if the interior has permittivity 10, and 0.709 eV if the interior does not polarize at all. In the first case the embedded system has no dielectric boundary, and the extra 0.010 eV comes from the isolated cluster's own surface. A displacement of this size is therefore a small matter when the cluster screens like the oxide, but the extra term grows quickly as the charge nears the surface.

### How far to trust 0.65 eV in a real film

A static permittivity of 10 is a rough value for amorphous gallium oxide, and 3.5 is a rough value for its electronic part. The static value assumes that the surrounding ions have had time to move. For a sudden change of charge, starting from the relaxed neutral state, only the electrons of the medium follow. The loss is then 0.514 eV, which is 0.134 eV below the static result. A real oxide also has no sharp spherical boundary between atoms and continuum, so the value of $R$ is itself uncertain. Changing $R$ by 0.1 nm moves the loss to 0.720 eV for $R=0.9$ nm, or to 0.589 eV for $R=1.1$ nm. I would quote 0.65 eV as the model's result and not rely on its second digit for a real defect.

A real film is not infinite either. Take a film of thickness $t=50$ nm with vacuum on both sides and the charge at mid-plane. For one surface, try a potential inside made by the charge and an image of relative strength $\beta$ at its mirror position, both divided by $\varepsilon$. Outside, try a single charge of strength $\gamma$ at the original position. Continuity of the potential and of the normal component of $\mathbf D$ require

$$
\frac{1+\beta}{\varepsilon}=\gamma,\qquad 1-\beta=\gamma,
\qquad\text{so}\qquad
\beta=\frac{\varepsilon-1}{\varepsilon+1}.
$$

With two surfaces the images are themselves reflected. This puts one image of strength $\beta^n$ at distance $nt$ on each side. Half the charge times their potential is

$$
\Delta E_{\rm film}
=\frac12\,\frac{2K}{\varepsilon t}\sum_{n=1}^\infty\frac{\beta^n}{n}
=-\frac{K}{\varepsilon t}\ln(1-\beta)=0.0049\ \text{eV}.
$$

Here $\beta=9/11$. The embedded energy rises, so the loss falls by this amount, less than 1% of $L$. The estimate treats the cluster as a point charge in the film, which is reasonable because $R\ll t$.

Mobile carriers act the other way. In linear Debye screening with inverse length $\kappa$, the potential outside the cluster is proportional to $e^{-\kappa(r-R)}/r$. Fixing its slope at $R$ by Gauss's law gives

$$
\phi(R)=\frac{K}{e\varepsilon R(1+\kappa R)}.
$$

Subtracting the carrier-free value $K/(e\varepsilon R)$ and taking half the charge times the difference gives

$$
\Delta E_{\rm carriers}
=\frac{K}{2\varepsilon R}\left(\frac1{1+\kappa R}-1\right)
=-\frac{K\kappa}{2\varepsilon(1+\kappa R)} .
$$

For non-degenerate carriers of density $n$, $\kappa^2=4\pi Kn/(\varepsilon k_{\rm B}T)$. At 300 K and $10^{17}$ cm$^{-3}$ the screening length is 12 nm and the lowering is 0.006 eV. Treat this as a rough size and not as a bound: linear screening needs a potential energy well below $k_{\rm B}T$, whereas at the cluster surface it is 0.144 eV, or 5.6 times $k_{\rm B}T$. A sphere whose radius is the screening length also holds only about 0.7 carriers on average, so a smooth screening cloud is itself a crude picture here.

Finally, the field in the medium just outside the cluster is $K/(e\varepsilon R^2)$, or 1.44 MV/cm with the static permittivity. Just after a sudden change of charge, when the electronic value 3.5 applies, it is 4.1 MV/cm. The model assumes that the medium still responds linearly at such fields, and nothing here tests that assumption. The formula also leaves out chemical bonds cut at the surface, strain, and any defect charge that spreads beyond $R$. Those need an atomistic treatment of the boundary, and a dielectric continuum cannot supply them. The main values used here are in the numerical output below.

## Computed results

```
Cluster radius: 1.00 nm
Static relative permittivity: 10.0
Coulomb constant K: 1.43996 eV nm
Prefactor K/(2R): 0.7200 eV
Screening factor 1-1/eps: 0.900
Lost stabilization, formula: 0.6480 eV
Lost stabilization, formula: 0.02381 hartree
Lost stabilization, field quadrature: 0.6480 eV
Poisson loss, interior permittivity 1: 0.6480 eV
Poisson loss, interior permittivity 4: 0.6480 eV
Poisson loss, interior permittivity 10: 0.6480 eV
Uniform potential shift inside: -1.2960 V
Loss for a doubly charged cluster: 2.5919 eV
Loss if 1 nm were the diameter: 1.2960 eV
Electronic relative permittivity: 3.5
Loss with electronic screening: 0.5143 eV
Loss for radius 0.9 nm: 0.7200 eV
Loss for radius 1.1 nm: 0.5891 eV
Loss for permittivity 8: 0.6300 eV
Loss for permittivity 12: 0.6600 eV
Charge displacement: 0.30 nm
Displaced loss, interior permittivity 1: 0.7089 eV
Displaced loss, interior permittivity 10: 0.6584 eV
Film thickness: 50.0 nm
Energy rise from film surfaces: 0.00491 eV
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Carrier density: 1.0e+17 cm^-3
Debye length: 11.95 nm
Linear carrier lowering, formula: 0.00556 eV
Linear carrier lowering, Poisson: 0.00556 eV
Potential energy at R in continuum: 0.1440 eV
That energy divided by kT: 5.57
Field just outside R: 1.440 MV/cm
```
